# Inverse-fourth-power accumulation layer at a negative Schottky-Mott barrier

**Q.** The Schottky-Mott rule gives the barrier as the metal work function $W$ minus the electron affinity $\chi$. If that is negative, what does it mean? A barrier of negative height sounds like no barrier.

**A.** It means that the conduction band edge at the interface lies below the common Fermi level. Take the metal in $x<0$ and the semiconductor in $x>0$, with no dipole at the interface and no potential drop inside the metal. The vacuum level is then continuous across the interface. The Fermi level lies $W$ below it and the conduction edge $E_c(0)$ lies $\chi$ below it, so

$$E_c(0)-E_F=W-\chi=\phi_B<0 .$$

I shall use the energy

$$u(x)=E_F-E_c(x),\qquad u(0)=\chi-W=|\phi_B|\equiv u_0 .$$

Where $u>0$ there are conduction states below the Fermi level, and electrons from the metal fill them. The metal is left positive, and the electrons gather near it as an accumulation layer.

**Q.** How many electrons, for a given $u$? The band edge varies with position, and you have not solved for any wavefunctions.

**A.** That is the Thomas-Fermi approximation: each small region is treated as a uniform electron gas with the local band edge. I assume one isotropic parabolic valley of mass $m$, with two spin states, and leave out exchange and correlation. At zero temperature the states up to $E_F$ are full, so the largest wavevector obeys $\hbar^2k^2/2m=u$. The filled sphere holds, per unit volume,

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}=\frac{(2mu)^{3/2}}{3\pi^2\hbar^3}\qquad(u>0).$$

With $E_F$ in the gap, $n=0$. Counting plane-wave states below 0.2 eV in a finite periodic box gave 0.99933 of this density for the parameters used below.

**Q.** Now the sign in Poisson's equation. Electrons are negative, and I can imagine either sign.

**A.** Let $e>0$ and let $\varphi$ be the electrostatic potential. An electron has potential energy $-e\varphi$, so $E_c=\text{const}-e\varphi$. The Fermi level is constant in equilibrium, hence $u=e\varphi+\text{const}$. There are no dopants or traps, so the charge density is $-en$, and with a constant permittivity $\varepsilon$

$$\varphi''=-\frac{(-en)}{\varepsilon}=\frac{en}{\varepsilon},\qquad u''=e\varphi''=\frac{e^2n}{\varepsilon}.$$

Inserting the density gives

$$u''=A\,u^{3/2},\qquad A=\frac{e^2}{\varepsilon}\,\frac{(2m)^{3/2}}{3\pi^2\hbar^3}. \tag{1}$$

The curvature is positive: $u$ falls steeply near the metal and flattens as the remaining charge is screened.

**Q.** A nonlinear second-order equation with one boundary value. What fixes the other constant?

**A.** The behaviour far inside. First multiply (1) by $u'$. The left side is the derivative of $u'^2/2$, and the right side is the derivative of $\tfrac25Au^{5/2}$, so

$$\tfrac12u'^2=\tfrac25A\,u^{5/2}+C. \tag{2}$$

An isolated contact under no applied bias has no field deep in the semiconductor. If both $u$ and $u'$ tend to zero there, then $C=0$.

**Q.** You have assumed that $u$ tends to zero. An undoped semiconductor has its Fermi level near midgap, so why should the bulk not settle at a negative $u$?

**A.** At zero temperature, a flat band with $E_F$ anywhere in the gap is indeed neutral. The question is whether the accumulation layer can join on to it. If $u'(0)\ge0$, the positive curvature makes $u$ grow, so the slope must start negative. There are then three cases.

If $C<0$, equation (2) makes $u'$ vanish at a positive value of $u$. The curvature there is positive, so $u$ turns round and grows without bound.

If $C>0$, then $|u'|\ge\sqrt{2C}$ while $u\ge0$. The solution crosses $u=0$ with slope $-\sqrt{2C}$. In the gap there is no charge, so this slope persists until the valence edge reaches the Fermi level at $u=-E_g$, where $E_g$ is the gap. Beyond it, put $v=-E_g-u>0$. The holes carry positive charge, which gives $v''=A_hv^{3/2}$ with $A_h>0$ and $v'>0$. The field grows still further, and no field-free bulk is reached.

That leaves $C=0$. The conduction edge approaches the Fermi level from below. The midgap position belongs to finite temperature, where thermal carriers exist.

**Q.** Then solve it.

**A.** With $C=0$, equation (2) gives $u'^2=\tfrac45Au^{5/2}$. We need the negative root:

$$u'=-\sqrt{\frac{4A}{5}}\;u^{5/4}. \tag{3}$$

Since the right side is a power of $u$, differentiate the power that cancels it:

$$\frac{d}{dx}u^{-1/4}=-\frac14u^{-5/4}u'=\frac14\sqrt{\frac{4A}{5}}=\sqrt{\frac{A}{20}} .$$

This is constant, so integration from the interface gives

$$u^{-1/4}=u_0^{-1/4}+\sqrt{\frac{A}{20}}\,x=\sqrt{\frac{A}{20}}\,(x+d),\qquad d=\sqrt{\frac{20}{A}}\;u_0^{-1/4}.$$

Taking the power $-4$,

$$u(x)=\frac{400}{A^2}\,\frac{1}{(x+d)^4}=\frac{|\phi_B|}{(1+x/d)^4}. \tag{4}$$

The electron potential energy measured from the bulk band edge is $-u$, an attractive well whose depth falls as the inverse fourth power of the shifted distance $x+d$.

**Q.** I should like the coefficient checked without repeating the integration.

**A.** Put $u=K(x+d)^{-4}$ into (1). Two derivatives give $u''=20K(x+d)^{-6}$, while the right side is $AK^{3/2}(x+d)^{-6}$. The powers match, and $20=AK^{1/2}$ gives $K=400/A^2$. The condition $K/d^4=u_0$ returns the same $d$.

**Q.** What does the shift mean? Could I drop it and quote $x^{-4}$?

**A.** For $x\gg d$ you could, with

$$u\simeq\frac{400}{A^2x^4}\left(1-\frac{4d}{x}+\dots\right).$$

The leading term does not contain the barrier. A deeper well at the interface draws in more electrons, which screen it more strongly, and the barrier survives in the tail through $d\propto|\phi_B|^{-1/4}$. The correction $4d/x$ dies slowly, however. The local exponent in plain distance is

$$-\frac{x}{u}\frac{du}{dx}=\frac{4x}{x+d},$$

which is still 2 at $x=d$. In the opposite limit, $x\ll d$, the potential is linear, $u\simeq u_0(1-4x/d)$.

**Q.** Where is the charge?

**A.** The density goes as $u^{3/2}$, so $n=n_0(1+x/d)^{-6}$, with $n_0$ its value at the interface. The slope of (4) at the interface is $-4u_0/d$. The electric field is $-\varphi'=-u'/e$, so it points into the semiconductor and has the value

$$F_0=\frac{4|\phi_B|}{ed}.$$

It pushes electrons towards the metal, as it should. Integrating $n=\varepsilon u''/e^2$ over the half-space, with no field at infinity, gives the electrons per unit area:

$$N=\frac{\varepsilon}{e^2}\,[0-u'(0)]=\frac{4\varepsilon|\phi_B|}{e^2d}.$$

The same integral taken from $x$ onwards gives $N(1+x/d)^{-5}$. Half the charge therefore lies within $(2^{1/5}-1)d\approx0.149\,d$. Since $d\propto|\phi_B|^{-1/4}$, we also have $N\propto|\phi_B|^{5/4}$.

**Q.** Put in numbers.

**A.** Take rough values for aluminium on zinc oxide: $W=4.2$ eV, $\chi=4.4$ eV, a mass of 0.28 electron masses and a relative permittivity of 8.5. Then $u_0=0.20$ eV, $e^2/\varepsilon=2.129$ eV nm and $2m/\hbar^2=7.349$ eV$^{-1}$ nm$^{-2}$, so

$$A=\frac{2.129\times7.349^{3/2}}{3\pi^2}=1.432\ \text{eV}^{-1/2}\,\text{nm}^{-2},$$

$$d=\sqrt{\frac{20}{1.432}}\times0.20^{-1/4}=3.74\times1.495=5.59\ \text{nm}.$$

The surface field is $4\times0.20/5.59=0.143$ V/nm, or 1.43 MV/cm. Dividing the slope, 0.1432 eV/nm before rounding, by 2.129 eV nm gives $N=0.0673$ nm$^{-2}$, or $6.7\times10^{12}$ cm$^{-2}$. Half of this charge lies within 0.83 nm. The density is $6.0\times10^{19}$ cm$^{-3}$ at the interface and $1.3\times10^{17}$ cm$^{-3}$ at 10 nm.

As a test of (4), equation (1) was also solved numerically with $u(0)=0.20$ eV and zero slope at 150 nm. From 0 to 30 nm the two profiles differ by at most $2.5\times10^{-7}$ relative to (4). At 20 nm the numerical exponent is 4.00 in $x+d$ but 3.13 in $x$, so the shift cannot be dropped there.

**Q.** And your argument about the constant $C$? A slope that is wrong by one per cent seems harmless.

**A.** It is not. With the initial slope 1% too steep, $u$ crosses zero at 4.25 nm. Equation (2) predicts the field there: $\sqrt{1.01^2-1}\times1.432=0.203$ MV/cm, as the numerical integration also gives. With holes of the same mass as the electrons and a gap of 3.3 eV, the field has grown to 10.7 MV/cm by the time the valence edge is 1 eV above the Fermi level.

With the slope 1% too shallow, $u$ turns upward at 3.77 nm. This branch is not useless, though. Stopped at its turning point, it describes a film 3.77 nm thick whose back face carries no charge and no field.

**Q.** So a film that thin has nearly the same surface field as the half-space?

**A.** In this model, with $u_0$ held fixed, yes: 1% less. Its back face is different. Setting $u'=0$ in (2) gives

$$\left(\frac{u_{\rm back}}{u_0}\right)^{5/2}=1-0.99^2=0.0199,\qquad u_{\rm back}=0.209\,u_0\approx42\ \text{meV},$$

whereas (4) gives about 25 meV at that depth. The surface field is insensitive because it depends on $u_{\rm back}$ through the small quantity $(u_{\rm back}/u_0)^{5/2}$.

**Q.** I distrust a local electron gas in a layer a nanometre thick. When is the approximation allowed?

**A.** One necessary condition is that the reduced wavelength $1/k$ changes little over its own length, so that $d(1/k)/dx\ll1$. From (4),

$$k=\frac{\sqrt{2mu}}{\hbar}=\frac{\sqrt{2m}}{\hbar}\,\frac{20}{A(x+d)^2},\qquad \frac{d}{dx}\frac1k=\frac{\hbar A}{10\sqrt{2m}}\,(x+d).$$

Define the effective Bohr radius $a^*=4\pi\varepsilon\hbar^2/(me^2)$, so that $e^2/\varepsilon=4\pi\hbar^2/(ma^*)$. Then

$$\frac{\hbar A}{\sqrt{2m}}=\frac{e^2}{\varepsilon}\,\frac{2m}{3\pi^2\hbar^2}=\frac{8}{3\pi a^*},\qquad \frac{d}{dx}\frac1k=\frac{4(x+d)}{15\pi a^*}.$$

This increases with distance and reaches one at $x+d=15\pi a^*/4$, whatever the barrier. The reason is that confining an electron within a length $x+d$ costs an energy of order $\hbar^2/[2m(x+d)^2]$, while the well depth falls as the fourth power and eventually loses.

Here $a^*=1.61$ nm. The parameter is 0.30 at the interface, 0.82 at 10 nm and 1 at 13.3 nm.

**Q.** Then the asymptotic law holds where the theory does not.

**A.** For these parameters, yes. The condition $x\gg d=5.6$ nm cannot be met before 13.3 nm. Equation (4) is the correct solution of the Thomas-Fermi problem, but its far tail is not the quantum density.

The interface matters too. As a limiting case, Schrödinger's and Poisson's equations were solved together at zero temperature, with $u(0)=0.20$ eV and a hard wall that makes the wavefunctions vanish at $x=0$. The sheet density is then $3.2\times10^{12}$ cm$^{-2}$, 0.48 of the Thomas-Fermi value, and the mean electron depth is 2.9 nm instead of 1.4 nm. The lowest subband lies about 27 meV below the Fermi level. The second lies only about 0.2 meV below it. Each occupied subband holds electrons in proportion to its depth below $E_F$, so the first holds nearly all of them. A real metal has no hard wall: its own states extend into the semiconductor.

**Q.** What does temperature do?

**A.** The zero-temperature density needs $u\gg k_BT$. Setting $u=k_BT$ in (4) gives

$$x_T=d\left[\left(\frac{|\phi_B|}{k_BT}\right)^{1/4}-1\right].$$

At 300 K, $k_BT=25.9$ meV and $x_T=3.7$ nm. With Fermi-Dirac filling and $u_0$ held fixed, $u$ at 2 nm is 46 meV instead of 59 meV. At 5 nm it is $-20$ meV instead of $+16$ meV: the band edge is already above the Fermi level. The sheet density rises by just 5%, to $7.1\times10^{12}$ cm$^{-2}$. To see why, multiply $u''=e^2n/\varepsilon$ by $u'$ and integrate from the field-free far region to the interface: $\tfrac12u'(0)^2=(e^2/\varepsilon)\int_{-\infty}^{u_0}n\,du$. About 78% of this integral comes from $u$ between $u_0/2$ and $u_0\approx7.7\,k_BT$, where thermal filling raises $n$ by only 2 to 9%. For $k_BT$ to be as small as the $u$ of (4) at 20 nm, the temperature would have to be 5 K.

**Q.** What replaces the fourth power in the warm tail?

**A.** Where $-u\gg k_BT$, the density is $n=N_ce^{u/k_BT}$, with $N_c$ the effective density of states. Multiply $u''=e^2n/\varepsilon$ by $u'$ and integrate, neglecting dopants and holes and taking no field far away:

$$\tfrac12u'^2=\frac{e^2N_ck_BT}{\varepsilon}\,e^{u/k_BT},\qquad u'=-B\,e^{u/2k_BT},\qquad B=\sqrt{\frac{2e^2N_ck_BT}{\varepsilon}} .$$

Then $\frac{d}{dx}e^{-u/2k_BT}=B/(2k_BT)$ is constant. With a shift $s$ set by the join to the degenerate region,

$$u=-2k_BT\,\ln\!\left[\frac{B(x+s)}{2k_BT}\right],\qquad n\propto\frac{1}{(x+s)^2}.$$

The band edge climbs logarithmically into the gap until holes or dopants matter. In an ideal undoped crystal this climb leads towards the midgap position you asked about, but only over a distance of about $(2k_BT/B)\,e^{E_g/4k_BT}$. For a gap of 3.3 eV at 300 K that is more than 100 km, so in a real crystal of this kind dopants, defects or other surfaces set the Fermi level in the bulk.

**Q.** Would a real aluminium contact on zinc oxide show your $6.7\times10^{12}$ cm$^{-2}$?

**A.** I would not use that number as a prediction. The inputs are rough typical values, and the barrier is a small difference between two large energies. The weakest assumption is the ideal interface: real contacts have dipoles and gap states, and aluminium can take oxygen from the oxide. At zero temperature, a dipole that lowers $u_0$ from 0.2 to 0.1 eV multiplies $N$ by $0.5^{5/4}=0.42$, and one of 0.2 eV removes the layer. At 300 K, with Fermi-Dirac filling, the factors are about 0.47 and 0.125: a thermal accumulation layer remains even when the band edge at the interface only touches the Fermi level.

The metal is not ideal either. With a rough screening length of 0.05 nm and linear screening, part of the potential drops inside the metal and $u(0)$ falls to 156 meV. The sheet density then falls by the factor $(156/200)^{5/4}=0.73$. The local exchange potential at the surface density is $-65$ meV, a third of $u_0$ in size, so leaving it out is not a small step. It is worse deeper in: this potential goes as $k\propto u^{1/2}$, so along the profile (4) it equals $u$ in size at about 4.2 nm and exceeds it beyond. Adding it to the Thomas-Fermi energy, with $u_0$ held fixed, raises the sheet density by about 36%.

Other corrections are milder. If nonparabolicity is estimated by replacing $\hbar^2k^2/2m=u$ with $\hbar^2k^2/2m=u(1+u/E_g)$, the surface density rises by the factor $(1+u_0/E_g)^{3/2}$, about 9%, and a 10% larger mass shortens $d$ by 7%. Zinc oxide is also usually n-type without deliberate doping. For a rough background of $10^{17}$ cm$^{-3}$, the zero-temperature density of (4) has fallen to the background at about 11 nm, and if the donors are ionised the tail of (4) has no meaning beyond that. At zero temperature donors this dilute, bound by roughly 50 meV and far below the Mott density of about $4\times10^{18}$ cm$^{-3}$, keep their electrons, so this comparison is only a rough guide. At 300 K the undoped thermal profile is denser and falls to the same background only at about 17 nm, but the dopants already alter it noticeably at 11 nm.

**Q.** Then what may I safely take from the formula?

**A.** Within its assumptions, the shape of the screened well and the scalings $d\propto|\phi_B|^{-1/4}$ and $N\propto|\phi_B|^{5/4}$. The exponent $5/4$ is not robust outside them: between 0.1 and 0.2 eV it becomes about 1.4 in the hard-wall quantum case and about 1.1 at 300 K. For this example the formula also gives the order of magnitude of the charge, provided the interface really leaves $u_0$ near 0.2 eV. It does not give an observable fourth-power tail here: at 300 K thermal filling ends it within about 4 nm, and in a cold, pure crystal exchange and quantum confinement spoil it before $x$ is large compared with $d$.

## Computed values

```
work function, affinity: 4.2, 4.4 eV
ideal barrier: -0.20 eV
mass ratio, relative permittivity: 0.28, 8.5
band gap: 3.3 eV
e^2/eps: 2.1288 eV nm
2m/hbar^2: 7.3491 1/(eV nm^2)
A: 1.4324 eV^(-1/2) nm^-2
shift d: 5.588 nm
tail coefficient 400/A^2: 194.9 eV nm^4
surface density: 6.018e+19 cm^-3
counted states / density formula: 0.99933
surface field: 1.432 MV/cm
sheet density: 6.726e+12 cm^-2
integrated / formula sheet density: 1.000000
half-charge depth, formula and numerical: 0.831, 0.831 nm
x =  2.0 nm: u formula 58.8177 meV, numerical 58.8177 meV, n 9.60e+18 cm^-3
x =  5.0 nm: u formula 15.5143 meV, numerical 15.5143 meV, n 1.30e+18 cm^-3
x = 10.0 nm: u formula 3.3022 meV, numerical 3.3022 meV, n 1.28e+17 cm^-3
x = 20.0 nm: u formula 0.4548 meV, numerical 0.4548 meV, n 6.53e+15 cm^-3
largest relative profile error, 0-30 nm: 2.5e-07
local exponent at 20 nm in x+d: 4.0000
local exponent at 20 nm in x: 3.1265
slope 1% too steep: u crosses zero at 4.25 nm
  field at that crossing: 0.203 MV/cm
  field 1 eV past the valence edge: 10.707 MV/cm
slope 1% too shallow: u turns upward at 3.77 nm
effective Bohr radius a*: 1.606 nm
d(1/k)/dx at x = 0: 0.295
d(1/k)/dx at 10 nm, formula and numerical: 0.8236, 0.8236
d(1/k)/dx reaches 1 at x = 13.34 nm
4 K, depth where u = 10 meV: 6.224 nm
T = 0 formula, same depth: 6.229 nm
kT at 300 K: 25.85 meV
T = 0 profile falls to this kT at x = 3.73 nm
300 K, x =  2.0 nm: u = 45.61 meV
300 K, x =  5.0 nm: u = -20.18 meV
300 K, x = 10.0 nm: u = -63.30 meV
300 K sheet density: 7.062e+12 cm^-2
temperature with kT = u(20 nm): 5.28 K
hard-wall quantum sheet density: 3.235e+12 cm^-2
quantum / Thomas-Fermi sheet density: 0.481
lowest two subbands from E_F: -27.49, -0.17 meV
mean electron depth, quantum and Thomas-Fermi: 2.89, 1.40 nm
local exchange potential at surface density: -65.4 meV
metal screening length (rough): 0.05 nm
u(0) left after potential drop in metal: 155.6 meV
nonparabolic density factor at surface: 1.092
factor on d for 10% larger mass: 0.931
n falls to background 1e+17 cm^-3 at x = 10.65 nm
```
